# The ln² saturation law of thin-film transistors: derivation and accuracy: a numerical check

```python
"""Saturation current of an accumulation thin-film transistor (TFT).
Result under test:  I_sat = I_S * ln(1 + exp(u/(2 n phi)))**2,
  I_S = 2 mu C (W/L) (n phi)**2,  u = V_G - V_T,  phi = kT/q,  n = 1 + C_t/C.
It interpolates the sheet model  Q/C + n phi ln(Q/Q0) = V_G - V_FB - V,
  I = mu (W/L) * integral of Q dV, whose solution is I_S (q^2 + q) with
  2q + ln q = v = u/(n phi) and q = Q/(2 n phi C).
C: gate capacitance per area, C_t: trap capacitance per area,
Q: mobile charge per area (magnitude), V: channel quasi-Fermi voltage.
All internal quantities are in SI units; energies in eV where named so.
"""
import numpy as np
import mpmath
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import lambertw, expit

q_e, k_B, eps0 = const.e, const.k, const.epsilon_0

# Rough typical values for amorphous indium gallium zinc oxide on silica
T = 300.0
film = 20e-9
t_ins = 100e-9
eps_ins, eps_film = 3.9 * eps0, 10.0 * eps0
mobility = 10e-4
width, length = 50e-6, 10e-6
N_c = 5e24              # effective band density, 1/m^3
N_trap = 1e23           # deep traps, 1/(m^3 eV)
E_gap0 = 0.40           # band edge minus Fermi level at flat band, eV
V_FB = 0.0
V_D = 12.0

C = eps_ins / t_ins
C_t = q_e * N_trap * film
n = 1 + C_t / C


def thermal_parameters(temp):
    """Thermal voltage, reference charge, threshold, specific current."""
    phi_t = k_B * temp / q_e
    charge0 = q_e * N_c * (temp / T)**1.5 * film * np.exp(-E_gap0 / phi_t)
    threshold = V_FB + n * phi_t * np.log(2 * n * phi_t * C / charge0)
    specific = 2 * mobility * C * width / length * (n * phi_t)**2
    return phi_t, charge0, threshold, specific


phi, Q0, V_T, I_S = thermal_parameters(T)
nphi = n * phi


def log_square(v):
    return np.logaddexp(0, np.asarray(v) / 2)**2


def sheet_q(v):
    return 0.5 * lambertw(2 * np.exp(v)).real


def sheet_i(v):
    x = sheet_q(v)
    return x * x + x


def law_current(v_gate, temp=T):
    p, _, threshold, specific = thermal_parameters(temp)
    return specific * log_square((v_gate - threshold) / (n * p))


def balance_charge(v_gate, v_channel):
    """Mobile charge from the charge balance, by root finding."""
    def excess(log_charge):
        return (np.exp(log_charge) / C + nphi * (log_charge - np.log(Q0))
                - (v_gate - V_FB - v_channel))
    return np.exp(brentq(excess, -600, 5, xtol=1e-12))


# Channel integral from the charge balance against the closed form
for vg, vd in [(0.2, 0.05), (0.2, 2.0), (0.6, 2.0), (2.0, 1.0), (10.0, V_D)]:
    knee = min(max(vg - V_T, 0.3 * vd), 0.9 * vd)
    total = sum(quad(lambda x: balance_charge(vg, x), a, b,
                     epsabs=0, epsrel=1e-8, limit=200)[0]
                for a, b in [(0, knee), (knee, vd)])
    numeric = mobility * width / length * total
    closed = I_S * (sheet_i((vg - V_T) / nphi)
                    - sheet_i((vg - vd - V_T) / nphi))
    assert abs(numeric / closed - 1) < 1e-5

# Share of diffusion in the current, from the potential along the channel
v_line = np.linspace(0, 1.0, 801)
shares = []
for vg in (0.2, 0.6):
    charge = np.array([balance_charge(vg, x) for x in v_line])
    potential = v_line + phi * np.log(charge / Q0)
    mean_charge = (charge[1:] + charge[:-1]) / 2
    drift = np.sum(mean_charge * np.diff(potential))
    total = np.sum(mean_charge * np.diff(v_line))
    shares.append(1 - drift / total)
    expected = 1 / (n * (1 + sheet_q((vg - V_T) / nphi)))
    assert abs(shares[-1] - expected) < 2e-3

# Limits of the ln-squared law, including the first corrections
v_weak, y_strong = -12.0, 6.0
weak_error = log_square(v_weak) / np.exp(v_weak) - 1
assert abs(weak_error / (-np.exp(v_weak / 2)) - 1) < 0.01
strong_error = log_square(2 * y_strong) / y_strong**2 - 1
assert abs(strong_error / (2 * np.exp(-y_strong) / y_strong) - 1) < 0.01
# Limits of the sheet model and its slowly drifting threshold
assert abs(sheet_i(-12.0) / np.exp(-12.0) - 1) < 1e-4
q200 = sheet_q(200.0)
drifted = 200.0 - np.log(q200) + 1 - 1 / (4 * q200)
assert abs(2 * np.sqrt(sheet_i(200.0)) - drifted) < 1e-4
late_errors = [log_square(x) / sheet_i(x) - 1 for x in (50., 200., 600.)]
assert late_errors[0] > late_errors[1] > late_errors[2] > 0
y_late = 300.0
assert abs(late_errors[2] / ((np.log(y_late) - 1) / y_late) - 1) < 0.1

# Interpolation error over the whole range
v_scan = np.linspace(-20, 400, 42001)
ratio = log_square(v_scan) / sheet_i(v_scan)
i_low, i_high = np.argmin(ratio), np.argmax(ratio)
assert 0.7 < ratio[i_low] < 1 < ratio[i_high] < 1.16

# Implied mobile charge and transconductance by finite differences
for v in (-6.0, 0.0, 5.0, 30.0):
    vg, dv = V_T + v * nphi, 1e-4 * nphi
    gm = (law_current(vg + dv) - law_current(vg - dv)) / (2 * dv)
    effective = 2 * nphi * C * np.logaddexp(0, v / 2)
    implied = effective * expit(v / 2)
    assert abs(gm * length / (mobility * width) / implied - 1) < 1e-6
    gm_ratio = expit(v / 2) / np.logaddexp(0, v / 2) / nphi
    assert abs(gm / law_current(vg) / gm_ratio - 1) < 1e-6


# Literal readings of the logarithmic charge as mobile charge
def integral_of_log(v, stretch):
    f = lambda t: stretch * np.logaddexp(0, t / stretch)
    edges = [v - 80 * stretch, v - 10 * stretch, v]
    return sum(quad(f, a, b, epsabs=0, epsrel=1e-10, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


for v in (-12.0, 3.0):
    dilog = float(mpmath.re(-mpmath.polylog(2, -mpmath.exp(v))))
    assert abs(integral_of_log(v, 1) / dilog - 1) < 1e-7
literal_weak = integral_of_log(-12.0, 1) / (2 * log_square(-12.0))
literal_strong = integral_of_log(60.0, 1) / (2 * log_square(60.0))
assert abs(literal_weak - 0.5) < 0.01 and abs(literal_strong - 1) < 0.01
half_slope = np.log(integral_of_log(-12.0, 2) / integral_of_log(-13.0, 2))
assert abs(half_slope - 0.5) < 0.01

# Fermi-Dirac integral of order 1/2, normalised to exp(eta) when dilute
eta_table = np.arange(-40, 25.01, 0.25)
y = np.linspace(0, 10, 2001)
integrand = y**2 * expit(eta_table[:, None] - y**2)
fermi_half = 4 / np.sqrt(np.pi) * (y[1] - y[0]) * (
    integrand.sum(axis=1) - 0.5 * (integrand[:, 0] + integrand[:, -1]))
log_fermi = CubicSpline(eta_table, np.log(fermi_half))
log_fermi_slope = log_fermi.derivative()


def film_charge(gates, thickness, nodes, degenerate):
    """Mobile charge from Poisson's equation across the film.
    Sheet densities of band states and traps are kept for any thickness."""
    h = thickness / (nodes - 1)
    volume = np.full(nodes, h)
    volume[[0, -1]] /= 2
    band, traps = N_c * film / thickness, N_trap * film / thickness
    link = eps_film / h
    s = np.full(nodes, gates[0] / n)
    result = []
    for vg in gates:
        for _ in range(200):
            eta = (s - E_gap0) / phi
            if degenerate:
                density = band * np.exp(log_fermi(eta))
                slope = log_fermi_slope(eta)
            else:
                density, slope = band * np.exp(eta), 1.0
            rho = q_e * (density + traps * s)
            d_rho = q_e * (density * slope / phi + traps)
            flux = link * np.diff(s)
            residual = -volume * rho
            residual[:-1] += flux
            residual[1:] -= flux
            residual[0] += C * (vg - V_FB - s[0])
            matrix = np.zeros((3, nodes))
            matrix[1] = volume * d_rho
            matrix[1, :-1] += link
            matrix[1, 1:] += link
            matrix[1, 0] += C
            matrix[0, 1:] = -link
            matrix[2, :-1] = -link
            step = solve_banded((1, 1), matrix, residual)
            s = s + np.clip(step, -2 * phi, 2 * phi)
            if np.max(np.abs(step)) < 1e-9:
                break
        else:
            raise RuntimeError("Poisson iteration did not converge")
        result.append(np.sum(volume * q_e * density))
    return np.array(result), s[0]


gates = np.concatenate([np.arange(-0.3, 0.995, 0.01),
                        np.linspace(1, 10, 91)])


def current_from_charge(charge):
    primitive = CubicSpline(gates, charge).antiderivative()
    return lambda vg: (mobility * width / length
                       * (primitive(vg) - primitive(gates[0])))


thin_charge, _ = film_charge(gates, 0.05e-9, 11, False)
thin_current = current_from_charge(thin_charge)
real_charge, s_front = film_charge(gates, film, 201, True)
film_current = current_from_charge(real_charge)
bias = [0.2, V_T, 1.0, 2.0, 5.0, 10.0]
film_deviation = []
for vg in bias:
    sheet = I_S * sheet_i((vg - V_T) / nphi)
    assert abs(thin_current(vg) / sheet - 1) < 0.01
    film_deviation.append(film_current(vg) / sheet - 1)
assert max(np.abs(film_deviation)) < 0.15

# Drain voltage at which the drain term is 1 percent of the source term
sat_voltage = []
for vg in (0.2, 10.0):
    v_s = (vg - V_T) / nphi
    sat_voltage.append(brentq(lambda x: log_square(v_s - x / nphi)
                              - 0.01 * log_square(v_s), 0, V_D))
assert abs(sat_voltage[1] / (0.9 * (10.0 - V_T)) - 1) < 1e-3

# Threshold read from the tangent to sqrt(I) of the sheet model at 10 V
root = lambda vg: np.sqrt(sheet_i((vg - V_T) / nphi))
tangent_VT = 10 - root(10) / ((root(10.001) - root(9.999)) / 0.002)

# Sizes of neglected effects at V_G = 10 V
I_on = float(law_current(10.0))
gamma = 0.2
sheet_line = 2 * nphi * C * sheet_q((gates - V_T) / nphi)
varied = current_from_charge(sheet_line * (sheet_line / sheet_line[-1])**gamma)
fixed = current_from_charge(sheet_line)
mobility_ratio = [float(varied(x) / fixed(x)) for x in (2.0, 10.0)]
R_contact = 0.1 / width         # 10 ohm cm of width-normalised resistance
I_contact = brentq(lambda x: x - law_current(10 - x * R_contact), 0, I_on)
power = I_on * V_D
kappa_glass = 1.1
heating = power / (4 * kappa_glass * np.sqrt(width * length / np.pi))
hot = [float(law_current(x, 350.0) / law_current(x)) for x in (0.2, 10.0)]
pinch_scale = np.sqrt(eps_film / eps_ins * film * t_ins)
drift_speed = mobility * V_D / length
field = (10 - V_FB - s_front) / t_ins
barrier, mass_ratio = 3.0 * q_e, 0.4
exponent = (8 * np.pi * np.sqrt(2 * mass_ratio * const.m_e) * barrier**1.5
            / (3 * q_e * const.h * field))
prefactor = q_e**3 * field**2 / (8 * np.pi * const.h * barrier * mass_ratio)
log_tunnel = np.log10(prefactor * 1e-4) - exponent / np.log(10)

print(f"temperature {T:.0f} K, film {film*1e9:.0f} nm, silica {t_ins*1e9:.0f} nm")
print(f"relative permittivity: silica {eps_ins/eps0:.1f}, film {eps_film/eps0:.1f}")
print(f"mobility {mobility*1e4:.1f} cm2/Vs")
print(f"width {width*1e6:.0f} um, length {length*1e6:.0f} um")
print(f"band density {N_c*1e-6:.1e} cm^-3")
print(f"trap density {N_trap*1e-6:.1e} cm^-3 eV^-1")
print(f"band edge above Fermi level at flat band {E_gap0:.2f} eV")
print(f"flat-band voltage {V_FB:.1f} V, drain voltage {V_D:.1f} V")
print(f"gate capacitance {C*1e5:.2f} nF/cm2 x 0.01".replace(" x 0.01", "")
      if False else f"gate capacitance {C*1e5:.2f} nF/cm2")
print(f"trap capacitance {C_t*1e5:.2f} nF/cm2")
print(f"slope factor n {n:.4f}")
print(f"thermal voltage {phi*1e3:.3f} mV, n*phi {nphi*1e3:.3f} mV")
print(f"reference charge Q0 {Q0*1e-4:.3e} C/cm2")
print(f"threshold V_T {V_T:.4f} V")
print(f"limiting subthreshold swing {nphi*np.log(10)*1e3:.1f} mV/decade")
v02 = (0.2 - V_T) / nphi
swing02 = nphi * np.log(10) * np.logaddexp(0, v02 / 2) / expit(v02 / 2)
print(f"swing of ln2 law at V_G=0.2 V {swing02*1e3:.1f} mV/decade")
print(f"specific current I_S {I_S*1e9:.3f} nA")
print("saturation currents in A: ln2 law, sheet model, Poisson film")
for vg in bias:
    v = (vg - V_T) / nphi
    print(f"V_G {vg:.3f} V, v {v:.2f}: {law_current(vg):.3e}, "
          f"{I_S*sheet_i(v):.3e}, {film_current(vg):.3e}")
print(f"exponential limit at 0.2 V {I_S*np.exp(v02):.3e} A")
square = mobility * C * width / (2 * length) * (10 - V_T)**2
print(f"square law at 10 V {square:.3e} A")
print(f"lowest ln2/sheet ratio {ratio[i_low]:.4f} at v {v_scan[i_low]:.2f}")
print(f"highest ln2/sheet ratio {ratio[i_high]:.4f} at v {v_scan[i_high]:.2f}")
print(f"scaled mobile charge at V_T: sheet {sheet_q(0.0):.4f}, "
      f"ln2 law {np.log(2)/2:.4f}")
print(f"diffusion share at 0.2 V {shares[0]:.4f}, at 0.6 V {shares[1]:.4f}")
print(f"dilogarithm/(2 ln2 form): v=-12 {literal_weak:.4f}, "
      f"v=60 {literal_strong:.4f}")
print(f"log slope if 2n*phi charge is taken as mobile {half_slope:.4f}")
print(f"V_D for 99% saturation: {sat_voltage[0]:.3f} V at V_G=0.2 V")
print(f"V_D for 99% saturation: {sat_voltage[1]:.3f} V at V_G=10 V")
print(f"tangent threshold of sheet model at 10 V {tangent_VT:.4f} V")
print(f"largest film/sheet deviation {max(np.abs(film_deviation))*100:.1f} %")
print(f"front band bending at 10 V {s_front:.3f} V")
print(f"mobility exponent {gamma:.1f}: current ratio {mobility_ratio[0]:.3f} "
      f"at 2 V, {mobility_ratio[1]:.3f} at 10 V")
print(f"source contact {R_contact:.0f} ohm: current change "
      f"{(I_contact/I_on-1)*100:.1f} % at 10 V")
print(f"power at 10 V {power*1e3:.3f} mW, glass conductivity "
      f"{kappa_glass:.1f} W/(m K)")
print(f"steady self-heating at 10 V {heating:.1f} K")
print(f"current ratio 350 K/300 K: {hot[0]:.2f} at 0.2 V, {hot[1]:.3f} at 10 V")
print(f"pinch-off scale {pinch_scale*1e9:.1f} nm, "
      f"{pinch_scale/length*100:.2f} % of length")
print(f"mean-field drift speed {drift_speed*100:.2e} cm/s")
print(f"insulator field at source, 10 V {field*1e-8:.3f} MV/cm")
print(f"tunnel barrier {barrier/q_e:.1f} eV, mass {mass_ratio:.1f} m_e")
print(f"log10 of tunnel current density in A/cm2 {log_tunnel:.1f}")
print("done: every assertion held")
```

Running it gives:

```
temperature 300 K, film 20 nm, silica 100 nm
relative permittivity: silica 3.9, film 10.0
mobility 10.0 cm2/Vs
width 50 um, length 10 um
band density 5.0e+18 cm^-3
trap density 1.0e+17 cm^-3 eV^-1
band edge above Fermi level at flat band 0.40 eV
flat-band voltage 0.0 V, drain voltage 12.0 V
gate capacitance 34.53 nF/cm2
trap capacitance 32.04 nF/cm2
slope factor n 1.9280
thermal voltage 25.852 mV, n*phi 49.841 mV
reference charge Q0 3.055e-13 C/cm2
threshold V_T 0.4650 V
limiting subthreshold swing 114.8 mV/decade
swing of ln2 law at V_G=0.2 V 118.7 mV/decade
specific current I_S 8.578 nA
saturation currents in A: ln2 law, sheet model, Poisson film
V_G 0.200 V, v -5.32: 3.933e-11, 4.189e-11, 4.040e-11
V_G 0.465 V, v 0.00: 4.121e-09, 5.216e-09, 4.866e-09
V_G 1.000 V, v 10.73: 2.475e-07, 2.213e-07, 2.132e-07
V_G 2.000 V, v 30.80: 2.034e-06, 1.821e-06, 1.778e-06
V_G 5.000 V, v 90.99: 1.775e-05, 1.669e-05, 1.646e-05
V_G 10.000 V, v 191.31: 7.849e-05, 7.561e-05, 7.492e-05
exponential limit at 0.2 V 4.210e-11 A
square law at 10 V 7.849e-05 A
lowest ln2/sheet ratio 0.7856 at v -0.57
highest ln2/sheet ratio 1.1354 at v 16.71
scaled mobile charge at V_T: sheet 0.4263, ln2 law 0.3466
diffusion share at 0.2 V 0.5162, at 0.6 V 0.2311
dilogarithm/(2 ln2 form): v=-12 0.5012, v=60 1.0009
log slope if 2n*phi charge is taken as mobile 0.4998
V_D for 99% saturation: 0.233 V at V_G=0.2 V
V_D for 99% saturation: 8.582 V at V_G=10 V
tangent threshold of sheet model at 10 V 0.5914 V
largest film/sheet deviation 6.7 %
front band bending at 10 V 0.439 V
mobility exponent 0.2: current ratio 0.619 at 2 V, 0.908 at 10 V
source contact 2000 ohm: current change -3.2 % at 10 V
power at 10 V 0.942 mW, glass conductivity 1.1 W/(m K)
steady self-heating at 10 V 17.0 K
current ratio 350 K/300 K: 6.93 at 0.2 V, 1.012 at 10 V
pinch-off scale 71.6 nm, 0.72 % of length
mean-field drift speed 1.20e+05 cm/s
insulator field at source, 10 V 0.956 MV/cm
tunnel barrier 3.0 eV, mass 0.4 m_e
log10 of tunnel current density in A/cm2 -95.9
done: every assertion held
```
